# How Far Phonons Travel Through Resonant Two-Level Systems in Glass

**Question.** An amorphous dielectric contains tunnelling two-level systems that can absorb a phonon of matching energy. If the dimensionless tunnelling strength is \(C=3\times10^{-4}\), how many wavelengths does a phonon with energy well above \(kT\) travel before it is absorbed, and how does this distance change with frequency, temperature and \(C\)?

**Answer.** The distance follows from the power that the two-level systems take from a weak sound wave, divided by the energy flux of the wave.

**The model**

In the standard tunnelling model a small group of atoms moves between two nearly equivalent positions. With asymmetry \(D\), tunnel splitting \(D_0\) and local strain \(e\), its Hamiltonian is

\[
H=\tfrac12\left(D\,\sigma_z+D_0\,\sigma_x\right)+\gamma e\,\sigma_z .
\]

The strain shifts the asymmetry by \(2\gamma e\), which fixes the meaning of the coupling energy \(\gamma\). It is treated as a scalar, averaged over orientations, for each sound polarization. The systems are independent, and their number per unit volume is

\[
dN=\frac{P}{D_0}\,dD\,dD_0 ,
\]

with \(P\) constant and \(D\) counted as positive. If both signs of \(D\) were counted with the same \(P\), the absorption would double. For mass density \(\rho\) and sound speed \(v\), the tunnelling strength is

\[
C=\frac{P\gamma^2}{\rho v^2}.
\]

**Power absorbed from the wave**

Without strain the levels are separated by \(E=\sqrt{D^2+D_0^2}\). Let \(u=D_0/E\). In the basis of these levels, \(\sigma_z\) has a diagonal part of size \(D/E\), which moves the levels, and an off-diagonal part of size \(u\), which causes transitions.

For \(e=e_0\cos\omega t\), half of the cosine oscillates with the sign needed for absorption, so the matrix element is \(\gamma u e_0/2\). The golden rule gives

\[
W=\frac{2\pi}{\hbar}\left(\frac{\gamma u e_0}{2}\right)^2\delta(E-\hbar\omega)
=\frac{\pi\gamma^2u^2e_0^2}{2\hbar}\,\delta(E-\hbar\omega).
\]

The same rate applies to stimulated emission from the upper level. The net absorption is therefore proportional to the population difference, which in thermal equilibrium is

\[
p_{\rm lower}-p_{\rm upper}=\frac{1-e^{-E/kT}}{1+e^{-E/kT}}=\tanh\frac{E}{2kT}.
\]

To sum over the systems, write \(D=E\sqrt{1-u^2}\) and \(D_0=Eu\). The Jacobian is

\[
E\sqrt{1-u^2}+\frac{Eu^2}{\sqrt{1-u^2}}=\frac{E}{\sqrt{1-u^2}} ,
\]

and division by \(D_0=Eu\) gives

\[
\frac{dD\,dD_0}{D_0}=\frac{dE\,du}{u\sqrt{1-u^2}} .
\]

The transition rate supplies a factor \(u^2\), so the remaining integral over \(u\) is

\[
\int_0^1\frac{u\,du}{\sqrt{1-u^2}}=1 .
\]

The many systems with very small tunnel splitting thus contribute little to resonant absorption. Each net transition takes an energy \(\hbar\omega\) from the wave, and the absorbed power per unit volume is

\[
S=\frac{\pi}{2}\,P\gamma^2e_0^2\,\omega\,\tanh\frac{\hbar\omega}{2kT}.
\]

This was tested without the golden rule. The time-dependent Schrödinger equation was solved for a grid of \(400\times400\) systems, with \(D\) and \(D_0\) up to \(1.6\,\hbar\omega\) and drive \(\gamma e_0=3\times10^{-4}\hbar\omega\). The energy gained between 16 and 32 periods gave \(S/(P\gamma^2e_0^2\omega)=1.5694\) at \(\hbar\omega/kT=24\), where the formula gives 1.5708. At \(\hbar\omega/kT=1\) the two values were 0.7252 and 0.7259. The last digit depends on the time step: a more accurate time integration moves the simulated values to 1.5702 and 0.7256, closer to the formula.

**From power to mean free path**

In a plane wave with strain amplitude \(e_0\), the particle velocity has amplitude \(ve_0\). The average kinetic and elastic energy densities are each \(\rho v^2e_0^2/4\). Their sum moves at speed \(v\), so the energy flux is

\[
J=\tfrac12\rho v^3e_0^2 .
\]

Energy conservation gives \(dJ/dx=-S=-J/l\). Hence

\[
\frac1l=\frac SJ=\frac{\pi P\gamma^2\omega}{\rho v^3}\tanh\frac{\hbar\omega}{2kT}
=\frac{\pi C\omega}{v}\tanh\frac{\hbar\omega}{2kT}.
\]

Here \(l\) is the decay length of the energy. The amplitude decays over \(2l\). With \(\omega=2\pi v/\lambda\),

\[
\frac{l}{\lambda}=\frac{1}{2\pi^2C\,\tanh(\hbar\omega/2kT)}
\;\longrightarrow\;\frac{1}{2\pi^2C}\qquad(\hbar\omega\gg kT).
\]

For \(C=3\times10^{-4}\),

\[
\frac{l}{\lambda}=\frac{1}{19.74\times3\times10^{-4}}\approx169 ,
\]

or roughly 170 wavelengths. The wave loses about 0.59 percent of its energy per wavelength.

**How the distance scales**

When \(\hbar\omega\gg kT\), nearly all resonant systems are in their lower level and temperature drops out. The number of wavelengths is also independent of frequency. A higher frequency meets the same density of resonant systems, because the distribution is flat in \(E\), and the fraction of energy lost per cycle stays the same. The length itself falls as \(1/\omega\), and it is inversely proportional to \(C\).

The factor \(\tanh(\hbar\omega/2kT)\) reaches 0.95 at \(\hbar\omega=3.66\,kT\). Above that energy the low-temperature formula is within about 5 percent of the full resonant result.

In the opposite limit, \(\hbar\omega\ll kT\), the two levels are almost equally populated. Then \(\tanh(\hbar\omega/2kT)\approx\hbar\omega/2kT\), and

\[
\left(\frac l\lambda\right)_{\rm res}\approx\frac{1}{2\pi^2C}\,\frac{2kT}{\hbar\omega}.
\]

Resonant absorption becomes weak, and a second loss process takes over at still lower frequency. Between the two regimes both losses are small. For the silica parameters used below, at 0.1 K, the model gives a maximum of about \(4\times10^4\) wavelengths near 9 MHz, and the relaxation plateau derived next is approached only near 1 kHz and below.

**Relaxation loss at low phonon energy**

The diagonal coupling changes the splitting by \(2\gamma(D/E)e\). The populations follow with a delay \(\tau\), and the delayed stress takes energy from the wave. The equilibrium inversion is \(-\tanh(E/2kT)\), whose derivative with respect to strain is

\[
-\frac{\gamma}{kT}\frac DE\,\mathrm{sech}^2\frac{E}{2kT}.
\]

The stress from one system is \(\gamma(D/E)\) times its inversion. A population that relaxes exponentially has an out-of-phase response equal to its static response times \(\omega\tau/(1+\omega^2\tau^2)\). The loss modulus per system is therefore

\[
m''=\frac{\gamma^2}{kT}\left(\frac DE\right)^2\mathrm{sech}^2\frac{E}{2kT}\;\frac{\omega\tau}{1+\omega^2\tau^2}.
\]

Let \(\tau=\tau_m/u^2\), where \(\tau_m\) is the shortest relaxation time at energy \(E\). If \(\omega\tau_m\ll1\) for the thermally active systems, the main contribution comes from small \(u\), where \((D/E)^2=1-u^2\approx1\). With \(y=\omega\tau_m/u^2\), one has \(du/u=-dy/(2y)\), and the sum over \(u\) becomes

\[
\int_0^1\frac{du}{u}\,\frac{y}{1+y^2}\approx\frac12\int_0^\infty\frac{dy}{1+y^2}=\frac\pi4 .
\]

The energy integral is \(\int_0^\infty \mathrm{sech}^2(E/2kT)\,dE/kT=2\). Dividing the total loss modulus by \(\rho v^2\) gives the inverse quality factor

\[
Q^{-1}_{\rm rel}=\frac{\pi C}{2},
\]

half the full resonant value \(\pi C\). Since \(1/l=\omega Q^{-1}/v\), the relaxation-limited length on this plateau is \(1/(\pi^2C)\approx338\) wavelengths. A numerical sum for the silica parameters below, at 10 kHz and 5 K, gave a ratio of 0.4997 to the full resonant loss on an energy grid of \(0.05\,kT\). A grid that resolves the systems of lowest energy, for which \(\omega\tau_m\) is not small, lowers this to 0.4987. This number tests the plateau within the one-phonon model. In real silica, thermally activated relaxation also contributes at temperatures of a few kelvin, so it is not a prediction of the measured loss at 5 K.

**A second way to fix \(C\)**

Absorption is not the sole observable that contains \(C\). Let the wave have \(\hbar\omega\ll kT\), but let it be too fast for the populations to follow. Strain then changes the level energies at fixed populations. From \(E(e)=\sqrt{(D+2\gamma e)^2+D_0^2}\), the second derivative at zero strain is \(4\gamma^2u^2/E\). The average energy of a system is \(-\tfrac12E\tanh(E/2kT)\), with the hyperbolic tangent held fixed during the strain. The change in elastic modulus is therefore

\[
\delta M=-2P\gamma^2\int_0^{E_{\max}}\frac{dE}{E}\tanh\frac{E}{2kT},
\]

where the integral over \(u\) is again 1. Since \(M=\rho v^2\), \(\delta v/v=\delta M/(2\rho v^2)\). Heating from \(T_1\) to \(T_2\), both far below \(E_{\max}/k\), reduces the integral by \(\ln(T_2/T_1)\), because the logarithm is cut off near \(kT\). Thus

\[
\left.\frac{\delta v}{v}\right|_{T_2}-\left.\frac{\delta v}{v}\right|_{T_1}=C\ln\frac{T_2}{T_1}.
\]

For a temperature ratio of 3, numerical differentiation of the level energies gave \(1.0986\,C\), in agreement with \(C\ln3\). A value of \(C\) taken from this slope can be inserted in the mean free path without a further factor of two, provided the populations are indeed frozen. For the silica parameters below, between 0.1 and 0.3 K, relaxation lowers the change by about \(0.02\,C\) at 10 MHz and \(0.19\,C\) at 1 MHz, and at 1 kHz it reverses the sign.

**Why absorption acts as scattering**

An excited system later emits a phonon. In a mode of wavevector \(q\) and frequency \(\omega_q\) in a volume \(V\), the squared one-phonon strain matrix element is \(\hbar q^2/(2\rho V\omega_q)\). Summing the golden rule over modes with density \(Vq^2/(2\pi^2)\) per unit \(q\) gives, at zero temperature and for one polarization,

\[
\frac1\tau=\frac{2\pi}{\hbar}\,\gamma^2u^2\,\frac{\hbar q^2}{2\rho\omega_q}\,\frac{q^2}{2\pi^2\hbar v}
=\frac{\gamma^2u^2E^3}{2\pi\rho\hbar^4v^5},
\]

where \(q=E/\hbar v\) and \(\omega_q=E/\hbar\). Contributions from the three polarizations add. With \(n\) thermal phonons per mode, emission is multiplied by \(n+1\), and the reverse process, absorption, has \(n\) times the zero-temperature rate. The populations relax at the sum of the two rates, which is larger than the zero-temperature rate by \(2n+1=\coth(E/2kT)\). With scalar coupling the emitted direction is independent of the incoming one. The energy returns to the phonon field, but the original beam has lost it.

**A phonon in a silica layer on a cold chip**

Consider a 50 GHz longitudinal phonon in a 500 nm layer of amorphous silica at 0.1 K. Rough material values are \(\rho=2200\) kg/m³, longitudinal and transverse speeds of 5.8 and 3.8 km/s, and couplings of 1.0 and 0.65 eV. With \(C=3\times10^{-4}\) for the longitudinal wave, the definition of \(C\) gives

\[
P=\frac{C\rho v^2}{\gamma^2}\approx8.6\times10^{44}\ \mathrm{J^{-1}m^{-3}} .
\]

The phonon energy is 0.207 meV, or \(24\,kT\), so the thermal factor is 1 to the accuracy needed. The wavelength and mean free path are

\[
\lambda=\frac{5800\ \mathrm{m/s}}{50\times10^9\ \mathrm{s^{-1}}}=116\ \mathrm{nm},
\qquad
l\approx169\times116\ \mathrm{nm}\approx19.6\ \mu\mathrm{m}.
\]

One crossing at normal incidence removes \(1-e^{-0.5/19.6}\approx2.5\) percent of the energy. If the surfaces scatter diffusely, they end the straight flight long before the two-level systems do. If they reflect specularly, absorption adds up over repeated crossings, but only for the energy that stays in the layer. At a smooth, well-bonded interface with silicon (density 2329 kg/m³, longitudinal speed 8.43 km/s along [100]), the impedance mismatch reflects only about 4.5 percent of the energy at normal incidence (about 6.8 percent along [111], where the speed is 9.36 km/s), and the rest passes into the chip. The layer is about four wavelengths thick, so the bulk plane wave is itself an approximation.

This phonon is not a typical thermal one. At 0.1 K, the condition \(\hbar\omega>3.66\,kT\) is met above about 7.6 GHz.

**What the estimate leaves out**

The relaxation formula treats the strain as a slow classical modulation, which requires \(\hbar\omega\ll kT\). It is therefore not a reliable estimate for this phonon. Taken formally beyond its range, it gives about \(4\times10^{-7}\) of the resonant loss. A second-order golden-rule estimate, in which the phonon is absorbed, the system changes level and another phonon balances the energy, agrees with the relaxation formula for \(\hbar\omega\ll kT\) and gives about \(4\times10^{-5}\) here, which is still negligible. The other corrections depend on intensity, frequency and the distribution of systems.

Strong sound equalizes the populations. For a system at resonance, the Bloch equations give the undriven inversion multiplied by \(1/(1+\Omega^2T_1T_2)\), where \(\Omega=\gamma ue_0/\hbar\), \(T_1\) is the lifetime and \(T_2\) the coherence time. Here \(T_1\approx1.5\) ns for \(u=1\). If emission is the sole source of dephasing, \(T_2=2T_1\), and \(\Omega^2T_1T_2=1\) at a strain amplitude of about \(3\times10^{-7}\), or a flux of about \(2\times10^{-3}\) W/cm². This threshold is for \(u=1\). Since \(T_1\propto1/u^2\), systems with smaller \(u\) saturate at lower flux. Summed over the distribution in steady state, the absorption falls by about 40 percent at this flux, 10 percent at a tenth of it and 1.6 percent at a hundredth, so the flux must stay far below this scale for the estimate to hold. Extra dephasing shortens \(T_2\) and raises the threshold.

Static disorder adds Rayleigh scattering, with a length proportional to \(\omega^{-4}\). If that length is assumed to fall to one wavelength at 1 THz, it is about 930 μm at 50 GHz and raises the total scattering rate by about 2 percent. The two lengths become equal near 180 GHz, where the combined mean free path is half the resonant one. These numbers inherit the uncertainty of the assumed 1 THz. A dimensional estimate of anharmonic decay, \(\rho v^6/(\hbar\omega^5)\), gives 260 m. Its unknown numerical factor would have to be enormous to matter here.

For real glasses, \(C\) lies roughly between \(10^{-4}\) and \(10^{-3}\), which corresponds to about 510 and 51 wavelengths. The chosen value is thus ordinary, but a deposited film need not share the \(C\) of bulk silica. The flat distribution is a further assumption. If \(C\) were measured at 1 GHz and grew as \(E^{0.1}\), it would be 1.48 times larger at 50 GHz, and the distance would fall from 169 to about 114 wavelengths. The exponent is illustrative. The value of \(C\) should therefore be taken near the phonon energy of interest, and 170 wavelengths should be read as an estimate of the resonant contribution, which other scattering shortens. The remaining values are in the numerical output below.

## Computed results

```
TESTS
absorbed power/(P g^2 e0^2 w), hbar w/kT=1: simulated 0.7252, formula 0.7259
absorbed power/(P g^2 e0^2 w), hbar w/kT=5: simulated 1.5484, formula 1.5498
absorbed power/(P g^2 e0^2 w), hbar w/kT=24: simulated 1.5694, formula 1.5708
speed change/C for T ratio 3: 1.0986, ln 3 = 1.0986
decay rate, mode sum/formula: 1.0075
relaxation work per cycle, simulated/formula: 1.0000
relaxation/resonant loss on plateau (10 kHz, 5 K): 0.4997
inversion at saturation drive: -0.5000 (undriven -1)
INPUTS (silica, rough)
tunnelling strength C: 3.0e-04
density: 2200 kg/m^3
speeds, longitudinal and transverse: 5.8, 3.8 km/s
couplings, longitudinal and transverse: 1.00, 0.65 eV
temperature: 0.10 K
phonon frequency: 50 GHz
film thickness: 500 nm
RESULTS
TLS density P: 8.649e+44 1/(J m^3) = 1.386e+20 1/(eV cm^3)
transverse tunnelling strength: 2.95e-04
phonon energy: 0.2068 meV
phonon energy/kT: 24.00
thermal factor tanh: 1.000000
wavelength: 116.0 nm
mean free path: 19.59 um
mean free path/wavelength, formula: 168.9
mean free path/wavelength, simulated: 169.0
amplitude decay length/wavelength: 337.7
inverse quality factor pi*C: 9.425e-04
energy lost per wavelength: 0.590 percent
phonon energy/kT for tanh = 0.95: 3.66
that energy as frequency at 0.10 K: 7.63 GHz
loss in one film crossing: 2.52 percent
mean free path/wavelength for C=1e-04: 506.6
mean free path/wavelength for C=1e-03: 50.7
NEGLECTED EFFECTS
relaxation/resonant loss: 3.96e-07
TLS lifetime at phonon energy, u=1: 1.50 ns
saturation strain amplitude: 3.10e-07
saturation energy flux: 2.06e-03 W/cm^2
assumed strong-scattering frequency: 1.0 THz
Rayleigh length: 928 um
resonant/Rayleigh length: 0.0211
frequency where the two lengths are equal: 181 GHz
anharmonic decay length, dimensional scale: 260 m
growth of C from 1 GHz if C ~ E^0.1: factor 1.48
```
